The 3ζ/2 split-off energy in diamond crystals and in their atoms

In a model crystal whose hopping energies have magnitudes from 0.8 to 3 eV, a spin-orbit parameter of 0.2 eV splits the bonding p level at zero wavevector by 0.3000 eV. The splitting is 3/2 times the spin-orbit parameter, and none of the larger energies appears in it. The explanation needs only the geometry of the four bonds and the angular momentum of a p electron. It also shows what an atomic spin-orbit parameter can tell us about silicon, germanium and grey tin, and where the transfer from atom to crystal becomes an approximation.

The diamond structure has two identical atoms, A and B, in each primitive cell. Each A atom has four B neighbours, in the directions

u₁ = (1, 1, 1)/√3, u₂ = (1, −1, −1)/√3,
u₃ = (−1, 1, −1)/√3, u₄ = (−1, −1, 1)/√3.

Give each atom one s orbital and three p orbitals, p_x, p_y and p_z, and take orbitals on different atoms to be orthogonal. Electrons hop between nearest neighbours only, and hopping does not change the spin. The on-site energies are E_s and E_p.

At wavevector k = 0 a Bloch state has the same amplitude on every atom of one sublattice. For orbital i we therefore have two basis states, |A,i⟩ and |B,i⟩, and the matrix element between them is the sum over the four bonds with all phase factors equal to one.

For a single bond along u, split each p orbital into a part along the bond and a part perpendicular to it. The part of p_i along the bond has amplitude u_i. Two parallel p orbitals pointing along the bond have matrix element V_ppσ, and two parallel p orbitals perpendicular to it have V_ppπ. Rotation symmetry about the bond forbids mixed terms. The product of the components along the bond is u_i u_j, and the scalar product of the perpendicular parts is δ_ij − u_i u_j. Hence

⟨A,p_i|H|B,p_j⟩ for one bond = u_i u_j V_ppσ + (δ_ij − u_i u_j) V_ppπ.

An s orbital couples only to the part of the p orbital along the bond:

⟨A,s|H|B,p_i⟩ for one bond = u_i V_spσ.

Now add the four bonds. Each Cartesian component is +1/√3 twice and −1/√3 twice, so

Σ u_i = 0.

The square of each component is 1/3 on every bond, giving 4/3 in total. For different components, for example x and y, the four products are 1/3, −1/3, −1/3 and 1/3, which add to zero. The other two pairs give the same cancellation. Thus

Σ u_i u_j = (4/3) δ_ij.

The first sum removes all coupling between s and p at k = 0; the element with s on B and p on A has the opposite sign on each bond and cancels too. The second sum gives the p hopping

Σ [u_i u_j V_ppσ + (δ_ij − u_i u_j) V_ppπ]
= (4/3) δ_ij V_ppσ + (4 − 4/3) δ_ij V_ppπ
= T δ_ij,

T = (4/3)(V_ppσ + 2V_ppπ).

The hopping is the same number for p_x, p_y and p_z and does not mix them. This is the step on which the final result rests: at k = 0 the bonds do not single out any direction in the space of the three p orbitals.

The model uses the round values E_p = 1.5 eV, V_ppσ = 3.0 eV and V_ppπ = −0.8 eV, so

T = (4/3)(3.0 − 1.6) eV = 1.8667 eV.

For each p orbital there remains a two-by-two problem in the sublattice index, with E_p on the diagonal and T off the diagonal. Its eigenstates are

|b,i⟩ = (|A,i⟩ − |B,i⟩)/√2, energy E_p − T,
|a,i⟩ = (|A,i⟩ + |B,i⟩)/√2, energy E_p + T.

With T > 0 the state b is the lower one, the bonding state. The minus sign has a simple picture. Two p orbitals pointing the same way along a bond face each other with lobes of opposite sign; reversing one of them brings lobes of equal sign together. This σ part lowers the level by (4/3)V_ppσ = 4.00 eV. The π part favours the plus sign and raises the level by (8/3)|V_ppπ| = 2.13 eV, but it is the smaller of the two. The bonding level lies at 1.5 − 1.8667 = −0.3667 eV. Three orbitals and two spin directions make it sixfold degenerate.

Spin-orbit coupling is largest near the nuclei, as will be shown below, so we let it act within the p shell of each atom separately:

H_so = ζ_A (L·S)_A + ζ_B (L·S)_B.

Here L is the orbital angular momentum about the atom's own nucleus and S is the spin, both in units of ħ. The parameter ζ is an energy. An s orbital has L = 0 and is unaffected. The matrix of L·S in the six p spin-orbitals is the same on both atoms. Inserting the bonding and antibonding states, and using the fact that H_so has no elements between A and B, gives

⟨b|H_so|b⟩ = ½(ζ_A + ζ_B) L·S,
⟨a|H_so|a⟩ = ½(ζ_A + ζ_B) L·S,
⟨a|H_so|b⟩ = ½(ζ_A − ζ_B) L·S,

where L·S now stands for that six-by-six matrix. The minus sign in b enters twice in the first line and disappears; in the third line it enters once. In diamond the two atoms are equivalent, ζ_A = ζ_B = ζ, and the coupling between bonding and antibonding states vanishes. What remains in the bonding level is ζ L·S, in a complete l = 1 shell.

To find its eigenvalues, define J = L + S. Since L and S commute,

J² = L² + S² + 2 L·S,

L·S = ½[j(j + 1) − l(l + 1) − s(s + 1)].

With l = 1 and s = 1/2, the last two terms are 2 and 3/4, and j can be 3/2 or 1/2:

j = 3/2: L·S = ½(15/4 − 2 − 3/4) = 1/2, four states,
j = 1/2: L·S = ½(3/4 − 2 − 3/4) = −1, two states.

The bonding p level therefore becomes

E_quartet = E_p − T + ζ/2,
E_doublet = E_p − T − ζ,

and the split-off energy is

Δ₀ = E_quartet − E_doublet = 3ζ/2.

The mean energy is unchanged, because 4(ζ/2) + 2(−ζ) = 0. For ζ = 0.2 eV the quartet is at −0.3667 + 0.1 = −0.2667 eV and the doublet at −0.3667 − 0.2 = −0.5667 eV. Their difference is the 0.3000 eV with which we began. Within this model the result is not an expansion in ζ/T: no term coupling the bonding p level to anything else was dropped. The hopping fixes where the level lies, and the spin-orbit term fixes how it splits.

The quantity Δ₀ refers to the bonding p states, not to neighbouring levels in order of energy. The distinction matters when an s level comes between them. At k = 0 the s hopping is 4V_ssσ, and with V_ssσ = −2.0 eV the antibonding s level is E_s − 4V_ssσ = E_s + 8 eV. For E_s = −6.0 eV it lies at 2.0 eV, above the bonding p states. For E_s = −8.5 eV it lies at −0.5 eV. If ζ = 0.5 eV in the second case, the quartet is at −0.1167 eV and the doublet at −0.8667 eV, with the two antibonding s states between them. The split-off energy is still 0.7500 eV, whereas the step from the quartet to the next level down is only 0.3833 eV.

This is the level order of grey tin, although the parameters are round numbers and not a fit to tin. It has a further consequence. Eight valence electrons per cell fill the bonding s pair, the p doublet and the antibonding s pair, which takes six. The last two half fill the quartet. At k = 0 the highest occupied and lowest empty states then have the same energy, and there is no gap there.

The role of the equivalent atoms can be seen by making them unequal. Let ζ̄ = ½(ζ_A + ζ_B) and d = ½(ζ_A − ζ_B), keeping the on-site energies equal. For each eigenvalue λ of L·S, the bonding and antibonding states form the matrix

[ E_p − T + λζ̄, λd ]
[ λd, E_p + T + λζ̄ ],

whose lower eigenvalue is E_p + λζ̄ − √(T² + λ²d²). Setting λ = 1/2 and λ = −1 and subtracting,

Δ = (3/2)ζ̄ + √(T² + d²) − √(T² + d²/4).

For d much smaller than T, use √(T² + y) ≈ T + y/(2T):

Δ ≈ (3/2)ζ̄ + (d² − d²/4)/(2T) = (3/2)ζ̄ + 3d²/(8T).

With ζ_A = 0.5 eV and ζ_B = 0.1 eV we have ζ̄ = 0.3 eV and d = 0.2 eV. The correction is 0.00804 eV in this approximation, and diagonalizing the full sixteen-state Hamiltonian gives 0.00801 eV. The rule is thus only slightly disturbed here, but it is no longer an identity.

This small correction relies on equal on-site energies; if they differ, the lower state has unequal weights on A and B and d enters at first order. In the elemental crystals the two atoms are equivalent and the correction vanishes, but other conditions remain. Away from k = 0 the bond phases differ, the sums above no longer cancel, and the hopping can split the p states before spin-orbit coupling acts. If d orbitals or further p shells enter the bonding level, they bring spin-orbit contributions of their own. One can still quote a number ζ = 2Δ₀/3 for the crystal, but it is then an effective parameter and not the property of one atomic p shell.

A free atom has the same angular algebra. In a spherical potential its p shell splits into p₃/₂ and p₁/₂ levels, with

ε(p₃/₂) − ε(p₁/₂) = 3ζ/2.

The question is what determines ζ. In atomic units, with ħ, the electron mass and the elementary charge equal to one and c the speed of light, the Dirac equation for the large component φ and the small component χ is

Vφ + c σ·p χ = εφ,
c σ·p φ + (V − 2c²)χ = εχ,

with energies measured from the rest energy. The second line gives χ = c(2c² + ε − V)⁻¹ σ·p φ. Inserting this in the first,

½ σ·p K σ·p φ + Vφ = εφ,
K = [1 + (ε − V)/(2c²)]⁻¹ ≈ 1 − (ε − V)/(2c²).

The identity (σ·a)(σ·b) = a·b + iσ·(a × b), valid when the order of a and b is kept, separates the spin-dependent part. Since p = −i∇ and p × p = 0, the cross product p K × p equals −i(∇K) × p. The spin-dependent term is therefore

½ iσ·[−i(∇K) × p] = ½ σ·[(∇K) × p].

To leading order ∇K = ∇V/(2c²), and for a spherical potential ∇V = (r/r) dV/dr, where the first r is the position vector. With r × p = L and σ = 2S, the term becomes

[1/(2c²)] (1/r)(dV/dr) L·S.

Averaging the radial factor over the p orbital gives

ζ = [1/(2c²)] ⟨(1/r) dV/dr⟩.

The potential rises outward from the attractive nucleus, so dV/dr > 0, ζ > 0, and p₃/₂ lies above p₁/₂. The factor (1/r)dV/dr grows as 1/r³ near a point nucleus, which is why a valence electron acquires most of its spin-orbit energy in the small part of its density that penetrates the core.

The atomic values used here come from self-consistent radial Dirac-Kohn-Sham calculations in the local density approximation, with Slater exchange and VWN correlation. The nucleus is a point, the density is spherical and not spin-polarized, and the two valence p electrons are spread evenly over the six p states. The splittings are differences of Kohn-Sham orbital energies. Multiplet structure, the Breit interaction and exact exchange are left out, so these are values at a stated level of theory, not experimental ones.

For silicon the levels are −4.1840 eV for p₁/₂ and −4.1513 eV for p₃/₂. The splitting is 0.0327 eV, and ζ = 0.0327/1.5 = 0.0218 eV. The three atoms give

Si: 3ζ/2 = 0.033 eV, ζ = 0.022 eV,
Ge: 3ζ/2 = 0.195 eV, ζ = 0.130 eV,
Sn: 3ζ/2 = 0.465 eV, ζ = 0.310 eV.

The leading-order integral, evaluated with the large component of the p₃/₂ orbital, gives ζ = 0.0217, 0.1273 and 0.2966 eV. Relative to the values from the full splitting it is low by less than 1% for silicon, about 2% for germanium and about 4% for tin. The region within 1 bohr of the nucleus supplies 98.8% of the integral in silicon and more than 99% in the other two. This supports treating the coupling as an on-site term.

From silicon to tin the splitting grows by a factor of about 14, which corresponds to an average power of the nuclear charge Z of

ln(0.4651/0.0327)/ln(50/14) = 2.09.

For one electron in a fixed orbital around a bare nucleus, dV/dr = Z/r² and lengths scale as 1/Z, so ζ would grow as Z · Z³ = Z⁴. A valence electron is different, because it sees the nearly bare nucleus only briefly. A classical estimate shows the effect. At distances of order 1/Z its speed is of order Z, so it stays there for a time of order 1/Z². If its whole radial period is τ, the probability of finding it there is of order 1/(Z²τ). Multiplying by the local spin-orbit strength, of order Z⁴, gives

ζ ∝ Z²/τ.

If τ changes little down the group, the growth is quadratic. That assumption is plausible because the three p₁/₂ energies all lie near −4.2 eV, but it has not been tested separately. The estimate predicts (32/14)² = 5.2 for the ratio of germanium to silicon and (50/32)² = 2.4 for tin to germanium; the computed ratios are 5.95 and 2.39.

The measured split-off energies of the crystals are roughly 0.04 eV for silicon, 0.3 eV for germanium and 0.8 eV for grey tin. Divided by the computed atomic splittings, these give

Si: 0.04/0.0327 ≈ 1.2,
Ge: 0.3/0.1946 ≈ 1.5,
Sn: 0.8/0.4651 ≈ 1.7.

The atomic values reproduce the order of magnitude and the strong increase down the group, but they are too small. Because the crystal energies are given to one figure, the ratios are uncertain too: rounding alone allows about 1.1 to 1.4 for silicon and 1.6 to 1.8 for tin.

One reason to expect a larger ζ in the solid is that an atomic p orbital extends beyond the space available to one atom. A simple estimate cuts the orbital off at a sphere with the volume per atom and normalizes it again. A cubic cell of edge a contains eight atoms, so

4πR³/3 = a³/8, R = a[3/(32π)]^(1/3).

Let q be the probability that the electron of the free atom is inside R. Normalizing the cut orbital multiplies its density inside by 1/q. The spin-orbit integral comes almost entirely from well inside the sphere, so cutting off the outer part hardly changes it, and ζ is also multiplied by about 1/q.

For silicon, a rough lattice constant of 5.4 Å gives R = 3.165 bohr and q = 0.680. The estimated crystal splitting is 0.0327/0.680 = 0.048 eV. Rough lattice constants of 5.7 and 6.5 Å give q = 0.705 for germanium and q = 0.726 for tin. The estimates beside the rough measured values are

Si: 0.048 eV, measured about 0.04 eV,
Ge: 0.28 eV, measured about 0.3 eV,
Sn: 0.64 eV, measured about 0.8 eV.

The correction has a reasonable size, but it does not explain the trend in the ratios. The factor 1/q falls from 1.47 in silicon to 1.42 in germanium and 1.38 in tin, whereas the ratio of crystal to atom is larger for tin than for silicon. The estimate is too high for silicon and too low for tin. It keeps the shape of the atomic orbital inside the sphere and the atomic potential, and it ignores the bonding between neighbours and any admixture of other shells. Changes in these could account for the remaining differences, but that is a conjecture; deciding it would require a relativistic band calculation.

The factor 3/2 and the value of ζ thus have different standing. For equivalent atoms and a bonding level built from one p shell on each, the factor follows from the symmetry of the bonds at k = 0 and the algebra of a p shell, and the numerical check confirms it by diagonalizing the full model for both level orders. The value of ζ depends on the density of the valence p orbital close to the nucleus. The effective values 2Δ₀/3 implied by the rough crystal measurements exceed the computed atomic ones by factors of about 1.2 to 1.7; how much of this comes from a change of that orbital density, from other shells, or from the approximations in the atomic calculation is not settled here.

Table of computed values

```
Model: E_p, V_ss, V_sp, V_pps, V_ppp = 1.5 -2.0 2.0 3.0 -0.8 eV
Model: hopping sum T = 1.8667 eV, bonding p level = -0.3667 eV
normal: E_s = -6.0 eV, zeta = 0.2 eV, s antibonding = 2.000 eV
  quartet -0.2667 eV, doublet -0.5667 eV, splitting 0.3000 eV, states between: 0
inverted: E_s = -8.5 eV, zeta = 0.5 eV, s antibonding = -0.500 eV
  quartet -0.1167 eV, doublet -0.8667 eV, splitting 0.7500 eV, states between: 2
unequal atoms: zeta_A = 0.5 eV, zeta_B = 0.1 eV, splitting 0.45801 eV
  excess over 3/2 mean zeta: 0.00801 eV, second order 0.00804 eV
solver test Z = 14: 2p splitting, numeric/exact = 1.000000
solver test Z = 50: 2p splitting, numeric/exact = 0.999987
Si: Z = 14, eps(p1/2) = -4.1840 eV, eps(p3/2) = -4.1513 eV
  atomic splitting = 0.0327 eV, zeta = 0.0218 eV
  lowest-order zeta = 0.0217 eV, share from r < 1 bohr = 98.8 %
  rough lattice constant 5.4 angstrom, sphere radius 3.165 bohr
  probability inside = 0.680, factor 1/q = 1.470, renormalized splitting = 0.048 eV
  rough measured crystal value 0.04 eV, ratio to atomic = 1.22, to renormalized = 0.83
Ge: Z = 32, eps(p1/2) = -4.1775 eV, eps(p3/2) = -3.9829 eV
  atomic splitting = 0.1946 eV, zeta = 0.1297 eV
  lowest-order zeta = 0.1273 eV, share from r < 1 bohr = 99.8 %
  rough lattice constant 5.7 angstrom, sphere radius 3.341 bohr
  probability inside = 0.705, factor 1/q = 1.419, renormalized splitting = 0.276 eV
  rough measured crystal value 0.3 eV, ratio to atomic = 1.54, to renormalized = 1.09
Sn: Z = 50, eps(p1/2) = -4.1883 eV, eps(p3/2) = -3.7232 eV
  atomic splitting = 0.4651 eV, zeta = 0.3101 eV
  lowest-order zeta = 0.2966 eV, share from r < 1 bohr = 99.9 %
  rough lattice constant 6.5 angstrom, sphere radius 3.810 bohr
  probability inside = 0.726, factor 1/q = 1.377, renormalized splitting = 0.640 eV
  rough measured crystal value 0.8 eV, ratio to atomic = 1.72, to renormalized = 1.25
atomic splitting ratios: Ge/Si = 5.95, Sn/Ge = 2.39
effective power of Z between Si and Sn = 2.09
```
